# Mean inverse powers of radius in hydrogenic states from energy derivatives

## Question

One electron moves in the field of a fixed point nucleus of charge $Z>0$. Relativity and spin are neglected, and Hartree atomic units are used: energies in hartree, lengths in bohr. A state with angular momentum quantum number $l$ has the wavefunction $R(r)Y_{lm}$, and its reduced radial function $u(r)=rR(r)$ obeys

$$
Hu=Eu,\qquad H=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac Zr ,\qquad \int_0^\infty u^2\,dr=1 .
$$

Because the spherical harmonic is normalised, the mean of any function of the radius is $\langle g(r)\rangle=\int_0^\infty u^2 g(r)\,dr$.

The angular momentum enters this radial problem only as a number in the coefficient $l(l+1)$. The radial equation therefore makes sense for real $l$, although only $l=0,1,2,\dots$ belong to spherical harmonics. Throughout, $l>-\tfrac12$, and $u/r^{l+1}$ is required to approach a finite nonzero constant at the origin.

The parts (a) to (f) are each followed by a model answer.

## (a) Bound-state energies for real $l$

**Find the bound-state energies for real $l>-\tfrac12$, labelled by the number $n_r$ of zeros of $u$ at $0<r<\infty$.**

### Answer

Write $E=-\kappa^2/2$ with $\kappa>0$. Multiplying the radial equation by $-2$ and rearranging gives

$$
u''=\left[\frac{l(l+1)}{r^2}-\frac{2Z}{r}+\kappa^2\right]u .
$$

At large $r$ the decaying solution is governed by $e^{-\kappa r}$, and at small $r$ the required behaviour is $r^{l+1}$. Both factors are taken out by setting $u=r^{l+1}e^{-\kappa r}f(r)$. With $s=(l+1)/r-\kappa$, two differentiations give

$$
u''=r^{l+1}e^{-\kappa r}\left[f''+2sf'+\left(s^2-\frac{l+1}{r^2}\right)f\right].
$$

The last bracket is

$$
s^2-\frac{l+1}{r^2}=\frac{l(l+1)}{r^2}-\frac{2\kappa(l+1)}{r}+\kappa^2 ,
$$

since $(l+1)^2-(l+1)=l(l+1)$. The terms in $1/r^2$ and $\kappa^2$ cancel against the right-hand side of the radial equation. Multiplying what remains by $r$,

$$
rf''+\left[2(l+1)-2\kappa r\right]f'+\left[2Z-2\kappa(l+1)\right]f=0 .
$$

Insert $f=\sum_{k\ge0}c_kr^k$ and collect the coefficient of $r^k$. The first term gives $k(k+1)c_{k+1}$ and the second gives $2(l+1)(k+1)c_{k+1}-2\kappa kc_k$. Hence

$$
c_{k+1}=\frac{2\left[\kappa(k+l+1)-Z\right]}{(k+1)(k+2l+2)}\,c_k .
$$

Suppose that the series never ends. The ratio $c_{k+1}/c_k$ equals $2\kappa/(k+1)$ times a factor that tends to 1. Beyond some $k$ this factor exceeds $\tfrac34$, so the coefficients keep one sign and are at least as large in magnitude as those of a constant times $e^{3\kappa r/2}$. Then $u$ grows at least as fast as $r^{l+1}e^{\kappa r/2}$ and cannot be normalised.

The series must therefore end. If its last term has $k=N$, then $\kappa(N+l+1)=Z$.

It remains to show that $N$ is the number of nodes. In the variable $x=2\kappa r$, the equation for $f$ becomes

$$
\frac{d}{dx}\left(x^{2l+2}e^{-x}\frac{df}{dx}\right)+N\,x^{2l+1}e^{-x}f=0 .
$$

Take this equation for two degrees $N\neq M$, multiply each by the other polynomial, subtract and integrate. The boundary terms vanish, so the two polynomials are orthogonal with the positive weight $x^{2l+1}e^{-x}$. The polynomial of degree $N$ is thus orthogonal to every polynomial of lower degree. If it changed sign at fewer than $N$ positive points, its product with the polynomial having simple zeros at just those points would keep one sign. The weighted integral could then not vanish, a contradiction. There are therefore $N$ positive zeros, and $N=n_r$.

With the abbreviation $n=n_r+l+1$,

$$
\boxed{E=-\frac{Z^2}{2(n_r+l+1)^2}=-\frac{Z^2}{2n^2}}
$$

For integer $l$, $n$ is the principal quantum number. For noninteger $l$ it is not an integer.

## (b) The theorem and its boundary term

**Let $\lambda$ be $Z$ or $l$, and follow one eigenfunction as $\lambda$ varies with $n_r$ fixed. Prove that $\partial E/\partial\lambda=\langle\partial H/\partial\lambda\rangle$. Pay attention to the origin, where the form of $u$ itself changes with $l$.**

### Answer

Let $w=\partial u/\partial\lambda$. By part (a), $u$ is a power times an exponential times a polynomial, with coefficients that are smooth in $Z$ and $l$, so $w$ exists and decays exponentially at large $r$. Differentiating $(H-E)u=0$ gives

$$
(H-E)w+\left(\frac{\partial H}{\partial\lambda}-\frac{\partial E}{\partial\lambda}\right)u=0 .
$$

Multiply by $u$ and integrate from a small radius $a$ to infinity:

$$
\int_a^\infty u^2\left(\frac{\partial H}{\partial\lambda}-\frac{\partial E}{\partial\lambda}\right)dr
=-\int_a^\infty u(H-E)w\,dr .
$$

Since $(H-E)u=0$, the quantity $w(H-E)u$ may be subtracted from the integrand on the right. The potential terms and $E$ then cancel, and the second derivatives remain:

$$
\int_a^\infty u(H-E)w\,dr=-\frac12\int_a^\infty(uw''-wu'')\,dr
=-\frac12\Big[uw'-wu'\Big]_a^\infty .
$$

The upper limit contributes nothing. The lower limit enters with a minus sign, so the right-hand side is $+\tfrac12(uw'-wu')_{r=a}$. Therefore

$$
\int_a^\infty u^2\left(\frac{\partial H}{\partial\lambda}-\frac{\partial E}{\partial\lambda}\right)dr
=-\frac12\left(uw'-wu'\right)_{r=a}.
$$

To find the limit $a\to0$, use $w/u=\partial\ln u/\partial\lambda$, which gives

$$
uw'-wu'=u^2\frac{d}{dr}\left(\frac wu\right)=u^2\,\frac{\partial^2\ln u}{\partial r\,\partial\lambda}.
$$

Near the origin choose the sign of $u$ so that $u=Ar^{l+1}(1+g_1r+\dots)$ with $A>0$. Then

$$
\ln u=\ln A+(l+1)\ln r+g_1r+\dots
$$

For $\lambda=l$, the mixed derivative is $1/r$ plus terms that stay finite. The boundary bracket is

$$
uw'-wu'=A^2r^{2l+1}\left[1+O(r)\right],
$$

which vanishes at the origin because $2l+1>0$. This includes $l=0$. For $\lambda=Z$ the term $(l+1)\ln r$ does not contribute, and the bracket is of order $r^{2l+2}$, which vanishes faster.

The integrals on the left converge as $a\to0$: the most singular integrand is $u^2/r^2\sim r^{2l}$, which is integrable for $l>-\tfrac12$. With $\int_0^\infty u^2dr=1$, the limit is

$$
\boxed{\frac{\partial E}{\partial\lambda}=\left\langle\frac{\partial H}{\partial\lambda}\right\rangle}
$$

The condition on $l$ is a real one. At $l=-\tfrac12$ the derivative $\partial H/\partial l=(l+\tfrac12)/r^2$ is zero at every $r>0$, yet the energy of part (a) still has a nonzero slope. The boundary bracket then tends to $A^2$ instead of zero, and the identity with the cutoff gives $\partial E/\partial l=A^2/2$. The whole slope comes from the boundary, and the theorem in its usual form fails.

## (c) Derivative with respect to the charge

**Find $\langle1/r\rangle$, and check the result against the virial theorem.**

### Answer

At fixed $l$ and $n_r$, the number $n$ does not depend on $Z$. The two derivatives are

$$
\frac{\partial H}{\partial Z}=-\frac1r,\qquad
\frac{\partial E}{\partial Z}=-\frac{2Z}{2n^2}=-\frac Z{n^2}.
$$

The theorem equates $-\langle1/r\rangle$ with $-Z/n^2$, so

$$
\boxed{\left\langle\frac1r\right\rangle=\frac Z{n^2}}
$$

The mean potential energy is $\langle V\rangle=-Z\langle1/r\rangle=-Z^2/n^2=2E$.

The virial theorem gives the same value by a separate argument. Replace $u(r)$ by the normalised function $\sqrt t\,u(tr)$. The kinetic energy $T$, including the centrifugal term, is multiplied by $t^2$, and the Coulomb energy by $t$. The energy $t^2T+t\langle V\rangle$ must be stationary at $t=1$, where the trial function is the eigenfunction. Hence $2T+\langle V\rangle=0$. Together with $E=T+\langle V\rangle$ this gives $T=-E$ and $\langle V\rangle=2E$.

For given $Z$ and $n$, $\langle1/r\rangle$ is the same for all $l$. This is tied to the degeneracy of the shell: states with equal total energy in a pure Coulomb field have equal mean potential energy. The argument does not carry over to a screened potential, where the energy generally depends on $l$ as well as $n$.

## (d) Derivative with respect to the angular momentum

**Find $\langle1/r^2\rangle$. Explain why the derivative must be taken at fixed $n_r$ and not at fixed $n$.**

### Answer

Since $l(l+1)=l^2+l$,

$$
\frac{\partial H}{\partial l}=\frac{2l+1}{2r^2}=\frac{l+\frac12}{r^2}.
$$

At fixed $n_r$, the relation $n=n_r+l+1$ gives $\partial n/\partial l=1$. The chain rule then yields

$$
\frac{\partial E}{\partial l}=\frac{d}{dn}\left(-\frac{Z^2}{2n^2}\right)\frac{\partial n}{\partial l}=\frac{Z^2}{n^3}.
$$

The theorem states that $(l+\tfrac12)\langle1/r^2\rangle=Z^2/n^3$. Division by the positive number $l+\tfrac12$ gives

$$
\boxed{\left\langle\frac1{r^2}\right\rangle=\frac{Z^2}{n^3\left(l+\frac12\right)}}
$$

After differentiation, $l$ is set to its physical integer value and $n$ is again the principal quantum number.

The proof in part (b) follows one eigenfunction that changes smoothly with $l$. Along such a family the polynomial in $u$ keeps its degree, and so its number of nodes. What changes is $n$. Holding $n$ fixed while $l$ rises by one would instead require the loss of a node: a 3s state has two radial nodes and a 3p state has one. These two states belong to different families. A derivative at fixed $n$ would be zero, and the theorem would then imply $\langle1/r^2\rangle=0$, which is impossible for the mean of a positive function.

Noninteger $l$ also has a direct physical use. Add a weak potential $\gamma/r^2$ to the Hamiltonian. It can be absorbed into the centrifugal term by shifting $l$ to $l+\delta$, where to first order $(l+\tfrac12)\delta=\gamma$. The energy then changes by

$$
\delta\,\frac{\partial E}{\partial l}=\frac{\gamma}{l+\frac12}\,\frac{Z^2}{n^3}=\gamma\left\langle\frac1{r^2}\right\rangle ,
$$

as first-order perturbation theory requires. The shift depends on $l$, so such a potential lifts the degeneracy of the shell.

## (e) A direct check and the spread of $1/r$

**Verify both means by integration for the states with $l=n-1$. Then find the relative variance of $1/r$ for a general state and interpret it.**

### Answer

For $l=n-1$ there are no radial nodes, and $u$ is proportional to $r^ne^{-Zr/n}$. With $\beta=2Z/n$ and $\int_0^\infty r^me^{-\beta r}dr=m!/\beta^{m+1}$,

$$
\left\langle\frac1r\right\rangle=\frac{(2n-1)!/\beta^{2n}}{(2n)!/\beta^{2n+1}}=\frac{\beta}{2n}=\frac Z{n^2},
$$

$$
\left\langle\frac1{r^2}\right\rangle=\frac{(2n-2)!/\beta^{2n-1}}{(2n)!/\beta^{2n+1}}=\frac{\beta^2}{2n(2n-1)}=\frac{Z^2}{n^3\left(n-\frac12\right)} .
$$

Here $n-\tfrac12=l+\tfrac12$, so both agree with the general results.

For any state, the variance of $1/r$ relative to the squared mean is

$$
\frac{\langle1/r^2\rangle-\langle1/r\rangle^2}{\langle1/r\rangle^2}
=\frac{Z^2}{n^3(l+\frac12)}\,\frac{n^4}{Z^2}-1=\frac n{l+\frac12}-1 .
$$

A variance cannot be negative, and indeed $l\le n-1$ makes this expression positive. For $l=n-1$ it equals $1/(2n-1)$ and tends to zero as $n$ grows: the electron is then found in a shell that is narrow compared with its radius, as for a circular orbit. For $l=0$ it equals $2n-1$ and grows with $n$. An s state of high $n$ extends far out, and the probability of finding the electron close to the nucleus is small, falling about as $n^{-3}$. Because $1/r^2$ is large there, that region still supplies most of $\langle1/r^2\rangle$: for $Z=1$ the range $r<2$ bohr gives about 84% of it for $n=5$ to $20$, while its share of $\langle1/r\rangle$ falls from 12% to 3%.

## (f) A numerical example

**For the 3p state of He$^+$ ($Z=2$, $l=1$, $n_r=1$), numerical diagonalization of the radial Hamiltonian gives the energies below. Estimate both means from them, and compare with parts (c) and (d). Then discuss how the means vary across the shell $n=3$.**

| $Z$ | $l$ | $E$ (hartree) |
|---|---|---|
| 1.99 | 1.00 | −0.220006 |
| 2.01 | 1.00 | −0.224450 |
| 2.00 | 0.99 | −0.223711 |
| 2.00 | 1.01 | −0.220748 |

### Answer

The slope in $Z$ is estimated by a central difference:

$$
\frac{\partial E}{\partial Z}\approx\frac{-0.224450+0.220006}{0.02}=-0.2222 .
$$

Hence $\langle1/r\rangle\approx0.2222$ bohr$^{-1}$. The formula gives $2/3^2=0.2222$ bohr$^{-1}$, or 0.4199 Å$^{-1}$.

The slope in $l$ is

$$
\frac{\partial E}{\partial l}\approx\frac{-0.220748+0.223711}{0.02}=0.14815 .
$$

The exact slope is $Z^2/n^3=4/27=0.14815$. Dividing the quotient by $l+\tfrac12=1.5$ gives $\langle1/r^2\rangle\approx0.0988$ bohr$^{-2}$. The formula gives $4/(27\times1.5)=0.0988$ bohr$^{-2}$, or 0.3527 Å$^{-2}$. These numbers belong to the model with a fixed nucleus and no relativity. In the real ion the finite nuclear mass raises the energy by about $3\times10^{-5}$ hartree, and relativity lowers it by up to about $1\times10^{-5}$ hartree. Together they move $\langle1/r^2\rangle$ to 0.3528 Å$^{-2}$ for 3p$_{1/2}$ and 0.3526 Å$^{-2}$ for 3p$_{3/2}$.

Two errors limit these estimates. Each tabulated energy is rounded by at most $5\times10^{-7}$ hartree, so a difference may be wrong by $10^{-6}$ and a slope by $5\times10^{-5}$ hartree. The finite step $h=0.01$ adds a leading error $h^2E'''/6$, where the primes denote derivatives with respect to the varied parameter. In $Z$ the energy is quadratic, so this error is absent. In $l$, $E'''=12Z^2/n^5$, and the error is $2Z^2h^2/n^5\approx3\times10^{-6}$ hartree, smaller than the rounding bound.

The energy rises with $l$ because the centrifugal repulsion is strengthened while the number of nodes is kept. For the 3p state the mean centrifugal energy is $\tfrac12l(l+1)\langle1/r^2\rangle=0.0988$ hartree. The total kinetic energy is $-E=0.2222$ hartree, so the remaining 0.1235 hartree belongs to radial motion.

Direct expectation values for the whole shell are:

| State | $\langle1/r\rangle$ (bohr$^{-1}$) | $\langle1/r^2\rangle$ (bohr$^{-2}$) |
|---|---|---|
| 3s | 0.2222 | 0.2963 |
| 3p | 0.2222 | 0.0988 |
| 3d | 0.2222 | 0.0593 |

The first mean is common to the shell. The second falls by a factor of five from 3s to 3d, which is the ratio $2.5/0.5$ of the values of $l+\tfrac12$. The weight $1/r^2$ favours small radii, and there $u^2\sim r^{2l+2}$ is suppressed more strongly for larger $l$. All three values exceed $\langle1/r\rangle^2=0.0494$ bohr$^{-2}$, as part (e) requires, and 3d lies closest to it.

The numerical check tests the energies, slopes and means at integer and noninteger $l$, and also the cutoff identity of part (b) with its boundary term.

## Computed values

```
Relative energy error, l = 2.5, nr = 2, 24 functions: 4e-08
Relative energy error, l = 2.5, nr = 2, 40 functions: 4e-14
Exact rational checks passed: 63 states
Largest relative error, energies: 2e-13
Largest relative error, slope against mean: 4e-06
Largest relative error, mean against formula: 2e-11
Nodes at l = 1, 1.25, 1.5, 1.75, 2: [1, 1, 1, 1, 1]
Example 3p: Z = 2, l = 1, nr = 1, step = 0.01
E(3p) = -0.222222 hartree
E at Z = 1.99: -0.220006 hartree
E at Z = 2.01: -0.224450 hartree
Slope dE/dZ = -0.22222 hartree
E at l = 0.99: -0.223711 hartree
E at l = 1.01: -0.220748 hartree
Slope dE/dl at fixed nr = 0.14815 hartree
<1/r> from slope = 0.22222 1/bohr
<1/r^2> from slope = 0.09877 1/bohr^2
Potential energy -Z<1/r> = -0.44444 hartree
<1/r> = 0.4199 1/angstrom
<1/r^2> = 0.3527 1/angstrom^2
Shell n = 3, Z = 2: direct mean | formula
3s <1/r>: 0.22222 | 0.22222 1/bohr
3s <1/r^2>: 0.29630 | 0.29630 1/bohr^2
3s <1/r>^2: 0.04938 1/bohr^2
3p <1/r>: 0.22222 | 0.22222 1/bohr
3p <1/r^2>: 0.09877 | 0.09877 1/bohr^2
3p <1/r>^2: 0.04938 1/bohr^2
3d <1/r>: 0.22222 | 0.22222 1/bohr
3d <1/r^2>: 0.05926 | 0.05926 1/bohr^2
3d <1/r>^2: 0.04938 1/bohr^2
```
